\section*{Why Singlet Order of a Spin-1/2 Pair Can Outlive T1}

\section{Two wrong predictions}

Suppose that every kind of order in a pair of nuclear spins were lost within a few times $T_1$. For the proton pair treated below, $T_1$ is 1.5 s, and after 5 s about 4\% of a deviation in magnetization remains. The same estimate applied to singlet order, the excess or deficit of population in the singlet state, would be badly wrong: 98\% of it is still there.

A tempting repair is to say that singlet order is a scalar, a rank-0 operator, and that tumbling cannot relax a scalar. This makes new errors. It predicts protection for pairs of spin-1 nuclei, whose scalar order the dipolar coupling does attack, and protection against independent random fields, which in fast motion destroy singlet order twice as fast as magnetization. The reason has to be stated more narrowly, and a solvable model shows how.

\section{The model}

Two like spins $\mathbf I_1,\mathbf I_2$ sit at a fixed distance $r$ in a tumbling molecule. In Gaussian units, for nuclei with g-factor $g$ and mass parameter $m$ (the proton mass),
\begin{equation}
\gamma=\frac{g e}{2mc},\qquad b=\frac{\hbar\gamma^2}{r^3}.
\end{equation}
Hamiltonians are divided by $\hbar$, so all couplings are angular frequencies. With $\mathbf S=\mathbf I_1+\mathbf I_2$ and $Q=\mathbf I_1\cdot\mathbf I_2$,
\begin{equation}
H=\omega_0S_z+J_cQ+\frac{\delta}{2}(I_{1z}-I_{2z})+D(\mathbf n)+V .
\end{equation}
Here $J_c$ is the scalar coupling, $\delta$ a static difference of Larmor frequencies, $V$ the coupling to random local fields, and
\begin{equation}
D(\mathbf n)=b\,[\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\mathbf n)(\mathbf I_2\cdot\mathbf n)]
\end{equation}
is the dipolar coupling along the pair axis $\mathbf n(t)$. The motion is classical and isotropic, its correlations decay as $e^{-|t|/\tau}$, and $D$ and $V$ are uncorrelated. The temperature is high, so upward and downward transition rates are equal, and all rates refer to deviations from equilibrium.

For spins 1/2, $Q=\tfrac12[S(S+1)-\tfrac32]$ equals $-\tfrac34$ in the singlet and $\tfrac14$ in the triplet. Hence $\langle Q\rangle=\tfrac14-p_S$: singlet order measures how far the singlet population $p_S$ is from $\tfrac14$.

\section{What rank 0 does and does not give}

Rank 0 means $[\mathbf S,Q]=0$. It says nothing by itself about $[D,Q]$, since $D$ is not a function of $\mathbf S$ in general. To find out, let $D$ act on the state $|0\rangle$ of zero total spin, for two spins of any size $I$. Since $\mathbf S|0\rangle=0$, we may replace $\mathbf I_2|0\rangle$ by $-\mathbf I_1|0\rangle$. With $X=I(I+1)$,
\begin{align}
\mathbf I_1\cdot\mathbf I_2|0\rangle&=-\mathbf I_1^2|0\rangle=-X|0\rangle,\\
D|0\rangle&=b\,[3(\mathbf I_1\cdot\mathbf n)^2-X]\,|0\rangle .
\end{align}
This is a quadrupole operator of one spin. In $|0\rangle$ each spin alone is completely unpolarized, so averages are equal-weight averages over $m=-I,\dots,I$, with $\overline{m^2}=X/3$ and $\overline{m^4}=X(3X-1)/15$. Therefore
\begin{equation}
\|D|0\rangle\|^2=b^2\left[\frac{9X(3X-1)}{15}-2X^2+X^2\right]=\frac{b^2X(4X-3)}{5}.
\end{equation}
For $I=1$ it is $2b^2$. For $I=\tfrac12$, $X=\tfrac34$ and it vanishes, because $(\mathbf I_1\cdot\mathbf n)^2=\tfrac14$ is a pure number.

Angular momentum addition gives the same verdict. A rank-2 operator takes total spin 0 to total spin 2 and nowhere else. Two spins 1 have such a state, and $Q$ has a different eigenvalue there, so $[D,Q]\neq0$. Two spins 1/2 have none.

For spins 1/2, then, $D|S\rangle=0$ and, $D$ being Hermitian, $\langle S|D=0$. Since $Q=\tfrac14-|S\rangle\langle S|$, it follows that $[D(\mathbf n),Q]=0$ for every $\mathbf n$. If $\delta=0$ and $V=0$, the Heisenberg equation gives
\begin{equation}
\frac{dQ}{dt}=i[\omega_0S_z+J_cQ+D(\mathbf n(t)),Q]=0
\end{equation}
along any path $\mathbf n(t)$. No expansion in $b\tau$ was made, so the intrapair dipolar rate of $Q$ is zero beyond Redfield theory as well. A jump model, in which the orientation is redrawn at rate $1/\tau$ from the six axes of an icosahedron and the average is solved without perturbation theory, was tested at $b\tau=2$ and $\omega_0\tau=0.8$. Magnetization is lost there, though not exponentially: the time integral of its normalized correlation function is about $1.0\,\tau$. The decay rate of $Q$ is below $10^{-12}/\tau$.

\section{The same coupling relaxes magnetization}

Since $D$ does nothing to the singlet, its whole effect is in the triplet. There $\mathbf I_1\cdot\mathbf I_2=\tfrac14$. Squaring $S_n=\mathbf S\cdot\mathbf n$ gives $S_n^2=\tfrac12+2(\mathbf I_1\cdot\mathbf n)(\mathbf I_2\cdot\mathbf n)$, so
\begin{equation}
D=b\left[\tfrac14-\tfrac32\left(S_n^2-\tfrac12\right)\right]=b\left[1-\tfrac32S_n^2\right].
\end{equation}
Let $\theta,\phi$ be the angles of $\mathbf n$. From $S_n=S_z\cos\theta+\tfrac12\sin\theta\,(e^{-i\phi}S_++e^{i\phi}S_-)$ and $\langle T_+|S_+|T_0\rangle=\langle T_0|S_+|T_-\rangle=\sqrt2$,
\begin{align}
\langle T_+|S_n^2|T_0\rangle&=\tfrac{1}{\sqrt2}\sin\theta\cos\theta\,e^{-i\phi},\\
\langle T_+|S_n^2|T_-\rangle&=\tfrac12\sin^2\theta\,e^{-2i\phi},\qquad
\langle T_0|S_n^2|T_0\rangle=\sin^2\theta .
\end{align}
The isotropic averages $\overline{\cos^2\theta}=\tfrac13$ and $\overline{\cos^4\theta}=\tfrac15$ give $\overline{\sin^2\theta\cos^2\theta}=\tfrac2{15}$ and $\overline{\sin^4\theta}=\tfrac8{15}$. Hence
\begin{align}
\overline{|D_{+0}|^2}&=\tfrac94\cdot\tfrac12\cdot\tfrac2{15}\,b^2=\tfrac3{20}b^2,\\
\overline{|D_{+-}|^2}&=\tfrac94\cdot\tfrac14\cdot\tfrac8{15}\,b^2=\tfrac3{10}b^2,\\
\overline{D_{00}^2}&=\tfrac14\,\overline{(3\cos^2\theta-1)^2}\,b^2=\tfrac15b^2 .
\end{align}

In second order, a fluctuating matrix element $v(t)$ between levels separated by $\omega$ causes transitions at the rate
\begin{equation}
W=\int_{-\infty}^{\infty}\overline{|v|^2}\,e^{-|t|/\tau}e^{i\omega t}dt=2\,\overline{|v|^2}\,J(\omega),\qquad J(\omega)=\frac{\tau}{1+\omega^2\tau^2}.
\label{golden}
\end{equation}
This is the Redfield rate for populations. It needs a time window longer than $\tau$ but shorter than $1/W$; for the dipolar coupling, $b\tau\ll1$ ensures that there is one. The rates for $T_0\leftrightarrow T_\pm$ and $T_+\leftrightarrow T_-$ are
\begin{equation}
W_1=\tfrac3{10}b^2J(\omega_0),\qquad W_2=\tfrac35b^2J(2\omega_0).
\end{equation}
The outer populations obey $\dot p_\pm=-(W_1+W_2)p_\pm+W_1p_0+W_2p_\mp$. Magnetization is $\langle S_z\rangle=p_+-p_-$. On subtraction $p_0$ cancels, and
\begin{equation}
R_1^{D}=W_1+2W_2=\tfrac3{10}b^2\,[J(\omega_0)+4J(2\omega_0)].
\end{equation}
For fast motion, $\omega_0\tau\ll1$, this is $\tfrac32b^2\tau$. For slow motion, $\omega_0\tau\gg1$, both terms in the bracket tend to $1/(\omega_0^2\tau)$, and $R_1^{D}\to\tfrac35b^2/(\omega_0^2\tau)$.

So $T_1$ measures how fast population moves within the triplet. Singlet order decays when population crosses between singlet and triplet, and $D$ opens no such path.

\section{Random fields open a path}

Let $V=\boldsymbol\omega_1\cdot\mathbf I_1+\boldsymbol\omega_2\cdot\mathbf I_2$, where each field component has variance $w^2$, different components are uncorrelated, and equal components at the two sites have covariance $\kappa w^2$. Separate the common field from the difference:
\begin{equation}
V=\tfrac12(\boldsymbol\omega_1+\boldsymbol\omega_2)\cdot\mathbf S+\mathbf d\cdot(\mathbf I_1-\mathbf I_2),\qquad \mathbf d=\tfrac12(\boldsymbol\omega_1-\boldsymbol\omega_2).
\end{equation}
The common part commutes with $Q$; here rank 0 does protect. Each component of $\mathbf d$ has variance $(2w^2-2\kappa w^2)/4=\tfrac12(1-\kappa)w^2$.

Direct application gives $(I_{1z}-I_{2z})|S\rangle=|T_0\rangle$. By rotational symmetry, the $x$ and $y$ components give two other normalized triplet states, which are combinations of $T_+$ and $T_-$ with equal weights. Equation (\ref{golden}) then gives, for $J_c\tau\ll1$, the rates $k_0=(1-\kappa)w^2J(0)$ to $T_0$ and $k_1=(1-\kappa)w^2J(\omega_0)$ to each of $T_\pm$:
\begin{equation}
\dot p_S=-k_0(p_S-p_0)-k_1(2p_S-p_+-p_-).
\end{equation}
If dipolar relaxation equalizes the triplet populations much faster than this, each is $(1-p_S)/3$, and its difference from $p_S$ is $\tfrac43(p_S-\tfrac14)$. Thus
\begin{equation}
R_S^{V}=\tfrac43(1-\kappa)w^2\,[J(0)+2J(\omega_0)].
\end{equation}
For fast motion $k_0=k_1$, only the sum $p_0+p_++p_-=1-p_S$ enters, and $R_S^{V}=4(1-\kappa)w^2\tau$ without that assumption.

For magnetization, a transverse field on one spin has the matrix element $(\omega_x-i\omega_y)/2$, of mean square $w^2/2$. Each spin flips at the rate $w^2J(\omega_0)$, and its population difference decays at twice that:
\begin{equation}
R_1^{V}=2w^2J(\omega_0).
\end{equation}
The correlation $\kappa$ drops out: the cross terms contain $[I_{1\alpha},[I_{2\beta},I_{1z}+I_{2z}]]$, whose inner commutator involves spin 2 alone and so commutes with $I_{1\alpha}$.

With fields alone and fast motion, $R_S/R_1=2(1-\kappa)$. The jump model gives 2.00, 1.00 and 0.20 for $\kappa=0$, $0.5$ and $0.9$. With dipolar relaxation added, still in fast motion, singlet order lives longer than magnetization when $4(1-\kappa)w^2<\tfrac32b^2+2w^2$, that is,
\begin{equation}
w^2(2-4\kappa)<\tfrac32b^2 .
\end{equation}
This holds for any field strength if $\kappa\geq\tfrac12$. For $\kappa=0$ the lifetimes cross at $w=\tfrac{\sqrt3}2b$.

Slow motion narrows the advantage. Then $R_S^{V}\to\tfrac43(1-\kappa)w^2\tau$ grows with $\tau$ while $R_1^{D}$ falls as $1/\tau$. The assumption of a rapidly equalized triplet can also fail. Population moves between $T_0$ and $T_\pm$ at $W_1$ plus the rate $(1+\kappa)w^2J(\omega_0)$ caused by the common field, and $k_0$ must be small compared with this sum. In slow motion the assumption fails once $w^2(1-\kappa)(\omega_0\tau)^2$ is no longer small compared with $\tfrac3{10}b^2+(1+\kappa)w^2$.

\section{Unequal shifts open another}

The static term in $\delta$ couples $S$ and $T_0$ with matrix element $\delta/2$. Their energies are $-\tfrac34J_c$ and $\tfrac14J_c$. For the coherence $c=\rho_{ST_0}$, the equation $\dot\rho=-i[H,\rho]$ with damping $\Gamma$ added gives
\begin{align}
\dot p_S&=-\delta\,\mathrm{Im}\,c,\\
\dot c&=(iJ_c-\Gamma)c+\frac{i\delta}{2}(p_S-p_0).\label{coh}
\end{align}
The damping comes from $D$, which disturbs the $T_0$ amplitude and leaves the $S$ amplitude alone. In second order the average $T_0$ amplitude decays at $\sum_f\overline{|D_{f0}|^2}J(\omega_{f0})$, including $f=0$:
\begin{equation}
\Gamma=b^2\left[\tfrac15J(0)+\tfrac3{10}J(\omega_0)\right].
\end{equation}
Frequency shifts from $T_+$ and $T_-$ cancel, since these levels lie at opposite distances from $T_0$.

When $\delta^2\ll\Gamma^2+J_c^2$, $c$ follows the populations. Setting $\dot c=0$,
\begin{equation}
\mathrm{Im}\,c=\frac{\delta}{2}\,\frac{\Gamma}{\Gamma^2+J_c^2}\,(p_S-p_0).
\end{equation}
If this leakage is also slow compared with $W_1$, then $p_S-p_0=\tfrac43(p_S-\tfrac14)$ as before, and
\begin{equation}
R_S^{\delta}=\frac23\,\frac{\delta^2\,\Gamma}{\Gamma^2+J_c^2}.
\end{equation}
For $J_c\gg\Gamma$ the rate is $\tfrac23(\delta/J_c)^2\Gamma$: dipolar relaxation returns as a cause of decay, scaled down in proportion to the square of the mixing amplitude $\delta/(2J_c)$. The jump model agrees with this formula, and with those for $R_1^{D}$ and $R_S^{V}$, within 0.1\% of the formula values at the parameters tested.

\section{A proton pair in numbers}

Take round model values: $r=2$ \AA, $\tau=50$ ps, a static field of 94 kG, random fields of 0.5 G rms per component with $\kappa=0.9$, a scalar coupling of 10 Hz and a shift difference of 0.5 Hz. Then $b=9.43\times10^4$ rad/s, $w=1.34\times10^4$ rad/s and $\omega_0\tau=0.126$. The motion is fast, and $b\tau=4.7\times10^{-6}$ is safely small.

For magnetization,
\begin{align}
R_1^{D}&=0.1314+2(0.2511)=0.634\ \mathrm{s^{-1}},\\
R_1&=0.6337+0.0176=0.6513\ \mathrm{s^{-1}},\qquad T_1=1.54\ \mathrm{s}.
\end{align}
For singlet order, $w^2\tau=8.95\times10^{-3}\ \mathrm{s^{-1}}$, $\Gamma=0.220\ \mathrm{s^{-1}}$, $\delta=3.14$ rad/s and $J_c=62.8$ rad/s give
\begin{align}
R_S^{V}&=\tfrac43(0.1)(8.95\times10^{-3})(2.97)=3.54\times10^{-3}\ \mathrm{s^{-1}},\\
R_S^{\delta}&=\tfrac23\,\frac{(3.14)^2(0.220)}{(0.220)^2+(62.8)^2}=3.7\times10^{-4}\ \mathrm{s^{-1}}.
\end{align}
The sum is $3.91\times10^{-3}\ \mathrm{s^{-1}}$, so $T_S=256$ s, or 4.3 min, about 170 times $T_1$. Here $T_1$ is set mainly by the dipolar coupling, and $T_S$ mainly by the assumed fields and their correlation; the dipolar coupling adds to the decay of singlet order only through the small leak.

The full Redfield matrix gives $R_S=3.94\times10^{-3}\ \mathrm{s^{-1}}$, defined as the inverse time integral of the normalized correlation function of $Q$, which is 0.7\% above the sum; the slowest eigenvalue of the matrix is slightly lower, $3.93\times10^{-3}\ \mathrm{s^{-1}}$. The leak formula leaves out the damping of $c$ by the random fields. Their common part has variance $\tfrac12(1+\kappa)w^2$ per component and adds $(1+\kappa)w^2J(\omega_0)=0.017\ \mathrm{s^{-1}}$ to $\Gamma$, or 7.6\%. This raises the leak by $2.8\times10^{-5}\ \mathrm{s^{-1}}$ and is the largest part of the difference, $2.9\times10^{-5}\ \mathrm{s^{-1}}$. The difference part of the fields adds a further $0.002\ \mathrm{s^{-1}}$ to the damping of $c$, and smaller corrections act in the opposite direction.

After 5 s, 3.9\% of the magnetization deviation and 97.94\% of the singlet order remain. Decay at the matrix rate alone would leave 98.05\%. The missing 0.11\% is a starting transient. With $c=0$ at first, (\ref{coh}) gives the steady value times $1-e^{(iJ_c-\Gamma)t}$. Integrating $\dot p_S$ with this correction, for $J_c\gg\Gamma$, removes the extra fraction
\begin{equation}
\tfrac23\left(\frac{\delta}{J_c}\right)^2\left(1-e^{-\Gamma t}\cos J_ct\right)=\tfrac23(0.0025)(1-0.33)=0.0011,
\end{equation}
where $J_ct$ is a whole number of turns. This is a leading-order estimate: the coherence oscillates at $\sqrt{J_c^2+\delta^2}$, which slips 0.39 rad in 5 s, and the fields raise its damping to $0.239\ \mathrm{s^{-1}}$. With both included the fraction is 0.0012, measured against decay at the slowest eigenvalue.

Two changes show where the long life ends. With uncorrelated fields, the lifetimes would cross at an rms field of 3.05 G in the limit $\omega_0\tau\to0$, and at 2.98 G for the value $\omega_0\tau=0.126$ used here. Without scalar coupling, the same 0.5 Hz shift difference would exceed $\Gamma$, and the leak formula would not apply. Relaxation aside, a pure singlet would then turn into $T_0$ in a time $\pi/\delta=1$ s.

The model treats couplings to other molecules as random fields and leaves out shielding anisotropy and spin rotation as separate mechanisms, so its $T_S$ is a property of the chosen parameters. The numerical output lists the parameters and the main rates.

\section*{Table of computed values}
\begin{verbatim}
Dipolar coupling acting on the total-spin-0 state, b = 1
  spin 0.5: squared norm 0.0000, norm of [D,Q] 0.0000
  spin 1.0: squared norm 2.0000, norm of [D,Q] 6.0000
  spin 1.5: squared norm 9.0000, norm of [D,Q] 23.2379
Jump model without perturbation theory, omega0*tau = 0.8
  R1 dipolar, model/formula: 1.0000
  b*tau = 2: Iz decay rate 1.0040 /tau, Q decay below 1e-12 /tau: True
  RS fields, kappa = 0.0: model/formula 0.9992
  RS fields, kappa = 0.6: model/formula 0.9997
  RS leak, Jc/Gamma = 0.0: model/formula 0.9994
  RS leak, Jc/Gamma = 5.0: model/formula 1.0005
Random fields alone, fast motion: RS/R1 from the jump model
  kappa = 0.0: 1.9999
  kappa = 0.5: 0.9999
  kappa = 0.9: 0.2000
  with dipolar part, w = (sqrt(3)/2) b, kappa = 0: 1.0000
Worked example: model proton pair
  distance r: 2.00 angstrom
  correlation time tau: 50.0 ps
  static field: 94.0 kG
  rms random field per component: 0.50 G
  intersite correlation kappa: 0.90
  scalar coupling: 10.0 Hz
  shift difference: 0.5 Hz
  gamma: 2.67522e+04 rad/(s G)
  b: 9.4342e+04 rad/s
  omega0: 2.5147e+09 rad/s
  omega0*tau: 0.1257
  b*tau: 4.717e-06
  w: 1.3376e+04 rad/s
  W1 (T0 to T+): 0.13143 1/s
  W2 (T- to T+): 0.25113 1/s
  Gamma (S-T0 coherence): 0.22043 1/s
  R1 dipolar: 0.63369 1/s
  R1 random fields: 0.01761 1/s
  RS random fields: 3.5413e-03 1/s
  RS leak: 3.6738e-04 1/s
  R1 total, formula: 0.65131 1/s
  R1 total, Redfield matrix: 0.65131 1/s
  RS total, formula: 3.9087e-03 1/s
  RS total, Redfield matrix: 3.9378e-03 1/s
  T1: 1.535 s
  TS: 255.8 s = 4.26 min
  TS/T1: 166.6
  break-even rms field, kappa = 0, fast motion: 3.054 G
  Iz deviation left after 5 s: 0.0385
  singlet order left after 5 s: 0.9794
\end{verbatim}
